# Why Concentration and Angular Restriction Raise Solar-Cell Voltage Equally

**Question.** A lens that concentrates sunlight on a solar cell raises its open-circuit voltage. So does an optical element that leaves the sunlight alone but lets the cell's own luminescence escape only into a narrow cone. The first changes what comes in, the second what goes out. Why do equal factors give equal voltage gains, how large can the gain be, and when does the equality fail?

**Answer.**

## The mechanism: photons spread over more modes

At open circuit no charge is extracted. If all recombination is radiative, the cell emits as many photons as it absorbs. But sunlight arrives from a small disc in the sky, while a bare cell emits into a whole hemisphere. The same number of photons leaves in many more optical modes, and this spreading creates entropy. The voltage pays for it.

To find the price, place $N$ photons in $M$ modes of nearly equal energy $E$. Photons are indistinguishable and may share a mode, so the number of arrangements is

$$W(N,M)=\frac{(N+M-1)!}{N!\,(M-1)!}.$$

Adding one photon changes the entropy by

$$s=k\ln\frac{W(N+1,M)}{W(N,M)}=k\ln\frac{N+M}{N+1}\simeq k\ln\left(1+\frac1n\right),\qquad n=\frac NM,$$

where the last step needs $N\gg1$. The fewer photons per mode, the more entropy each added photon carries.

The cell's voltage enters through the same expression. Let electrons in the conduction and valence bands have occupations $f_c$ and $f_v$, each a Fermi function at the cell temperature $T$, with Fermi levels separated by $\mu$. With ideal contacts and no transport loss, $\mu=qV$. For a transition of energy $E$, spontaneous emission is proportional to $f_c(1-f_v)$, and absorption minus stimulated emission to $n(f_v-f_c)$, with the same coefficient. Light in balance with the carriers therefore has

$$n=\frac{f_c(1-f_v)}{f_v-f_c},\qquad 1+\frac1n=\frac{f_v(1-f_c)}{f_c(1-f_v)}=e^{(E-\mu)/kT}.$$

The last equality uses $(1-f)/f=e^{(\text{level}-\text{Fermi level})/kT}$ for each band. A fully absorbing cell emits with this occupation. Taking the logarithm gives

$$\mu=E-kT\ln\left(1+\frac1n\right)=E-Ts.$$

The voltage is thus the photon energy less $T$ times the entropy that one more emitted photon carries away. Diluting a beam from $n$ to $n/r$ raises that entropy by

$$\Delta s=k\ln\frac{1+r/n}{1+1/n}=k\ln\frac{n+r}{n+1},$$

which tends to $k\ln r$ for $n\ll1$. The cost in $\mu$ is then $kT\ln r$.

## Counting the modes: etendue

A beam carries, per unit area and energy, the photon flux $2E^2n\varepsilon/(h^3c^2)$. This is the density of photon states per volume, energy and solid angle, $2E^2/(h^3c^3)$, times $n$, times the normal velocity $c\cos\theta$, integrated over directions. The directional factor is the etendue per area; for a cone of half-angle $\theta$ about the normal,

$$\varepsilon=\int\cos\theta'\,d\Omega=2\pi\int_0^{\theta}\cos\theta'\sin\theta'\,d\theta'=\pi\sin^2\theta.$$

The sun's angular radius is about $0.27^\circ$; the model takes a solar radius of $6.957\times10^{8}$ m seen from one astronomical unit, which gives $\theta_s=0.26645^\circ$ and $\varepsilon_s=6.79\times10^{-5}$ sr. The hemisphere has $\varepsilon=\pi$ sr. Their ratio is

$$r_{\max}=\frac{1}{\sin^2\theta_s}\approx46\,200.$$

A lossless passive concentrator leaves the photons per mode unchanged. To deliver $X$ times the flux per cell area it must fill $X$ times the etendue: $\varepsilon_{\rm in}=X\varepsilon_s$, with $\varepsilon_{\rm out}=\pi$. An angular restrictor returns oblique luminescence to the cell, where it is reabsorbed, and lets out only a cone with $\varepsilon_{\rm out}=\pi/X$, while $\varepsilon_{\rm in}=\varepsilon_s$. In the two cases

$$r\equiv\frac{\varepsilon_{\rm out}}{\varepsilon_{\rm in}}=\frac{\pi}{X\varepsilon_s}\quad\text{and}\quad r=\frac{\pi/X}{\varepsilon_s},$$

which are both $r_{\max}/X$. The lens does not make the incoming photons denser in their modes; it fills more of the modes into which the cell emits. The restrictor closes modes that sunlight does not fill. The mismatch shrinks by the same factor.

## The balance depends on the ratio alone

Take a planar cell that absorbs all photons above a gap $E_g$ and none below, with a perfect back mirror so that light leaves through the front only. Surroundings at temperature $T$ fill the open modes that the sun does not. Define

$$G(\mu,T)=\int_{E_g}^{\infty}\frac{E^2\,dE}{e^{(E-\mu)/kT}-1}.$$

With the common factor $2/(h^3c^2)$ cancelled, the open-circuit balance for a blackbody sun at $T_s$ is

$$\varepsilon_{\rm in}G(0,T_s)+(\varepsilon_{\rm out}-\varepsilon_{\rm in})G(0,T)=\varepsilon_{\rm out}G(\mu,T).$$

Division by $\varepsilon_{\rm out}$ gives

$$G(\mu,T)=\frac{G(0,T_s)}{r}+\left(1-\frac1r\right)G(0,T).$$

The two etendues have disappeared except through $r$. Since $G$ increases with $\mu$, one $r$ gives one voltage. Within this model the equality of the two gains is therefore exact, whatever their size.

The ratio cannot usefully fall below 1. By reciprocity, a direction closed to emission is also closed to incoming light. If the exit cone becomes narrower than the solar cone, the excess sunlight is rejected and the accepted light still has $r=1$. Concentration by $X_1$ and restriction by $X_2$ therefore share one budget, $X_1X_2\le r_{\max}$; the full gain cannot be collected twice.

## How large is the gain?

Begin with a cell that absorbs only a narrow band at $E$. The ambient term is negligible when the ambient occupation $1/(e^{E/kT}-1)$ is far below the diluted solar occupation, as in the 1.4 eV example below; then the emitted occupation is $n_s/r$, where $n_s=1/(e^x-1)$ and $x=E/kT_s$. Hence

$$\mu=E-kT\ln\left[1+r(e^x-1)\right].$$

At $r=1$ the logarithm is $x$, and $\mu=E(1-T/T_s)$: the Carnot factor times the photon energy. Going from $r$ to 1 gains

$$\Delta\mu=kT\left\{\ln\left[1+r(e^x-1)\right]-x\right\}=kT\ln\left[r-(r-1)e^{-x}\right].$$

For $e^{-x}\ll1$ this is $kT\ln r$, the etendue entropy times $T$.

A cell that absorbs everything above $E_g$ needs more care. If its emission is dilute, the $-1$ in the Bose denominator can be dropped and $G(\mu,T)\simeq e^{\mu/kT}B$, with $B=\int_{E_g}^\infty E^2e^{-E/kT}dE$. Neglecting ambient light, the balance gives

$$\mu=kT\ln\frac{G(0,T_s)}{B\,r},$$

so dividing $r$ by $X$ adds $kT\ln X$.

Without the dilute approximation, take the logarithm of $G(\mu,T)=G(0,T_s)/r$ and differentiate. This gives $(\partial G/\partial\mu)\,d\mu/G=-d\ln r$. With $y=e^{(E-\mu)/kT}$ and $n=1/(y-1)$,

$$\frac{\partial n}{\partial\mu}=\frac{1}{kT}\frac{y}{(y-1)^2}=\frac{n(1+n)}{kT},$$

and therefore

$$-\frac{d\mu}{d\ln r}=kT\,\frac{\int_{E_g}^\infty E^2n\,dE}{\int_{E_g}^\infty E^2n(1+n)\,dE}<kT.$$

So, for this fully absorbing and purely radiative cell, $kT\ln X$ is an upper bound on the gain. With the ambient term kept, the balance reads $G(\mu,T)-G(0,T)=[G(0,T_s)-G(0,T)]/r$. The same differentiation then replaces the numerator $G(\mu,T)$ by $G(\mu,T)-G(0,T)$, which only lowers the slope, so the bound stands; it is approached when $n\ll1$ in the emitted light and ambient light is negligible. The gain falls short once the emitted modes fill up.

They can fill up near $r=1$, provided the gap is not many times $kT_s$. The absorbed sunlight is spread over energies of order $kT_s$ above the gap, but the carriers cool before they emit, and the luminescence is squeezed into a range of order $kT$. The same photons must fit into a much narrower band.

The integral shows how the balance is then met. Set $E=E_g+kTu$ and $z=e^{(\mu-E_g)/kT}<1$, and expand $1/(z^{-1}e^u-1)=\sum_{m\ge1}z^me^{-mu}$. With $\int_0^\infty u^pe^{-mu}du=p!/m^{p+1}$ and $\mathrm{Li}_j(z)=\sum_m z^m/m^j$,

$$G(\mu,T)=kT\left[E_g^2\,\mathrm{Li}_1(z)+2E_gkT\,\mathrm{Li}_2(z)+2(kT)^2\,\mathrm{Li}_3(z)\right].$$

Since $\mathrm{Li}_1(z)=-\ln(1-z)$ grows without limit as $z\to1$, the cell can emit any required flux with $\mu$ still below $E_g$. The dilute approximation keeps only $m=1$ and misses this.

## Numbers for a 1.4 eV gap

Take $E_g=1.4$ eV, $T=300$ K and $T_s=5772$ K. Then $kT=0.025852$ eV, and the dilute value of $T$ times the whole etendue entropy is

$$kT\ln r_{\max}=0.025852\times10.7416=0.2777\ \text{eV}.$$

For a narrow band at 1.4 eV, sunlight has $n_s=0.0637$ photons per mode. An added photon carries entropy $2.815\,k$ in the solar beam and $13.494\,k$ after spreading over the hemisphere. Multiplied by $T$, the difference is $0.025852\times10.680=0.2761$ eV. The photon balance gives the same gain, from 1.0511 V to 1.3272 V.

For the broad-band cell the one-sun voltage is 1.1430 V. The gains are:

| $X$ | either method (V) | $kT\ln X/q$ (V) |
|---:|---:|---:|
| 10 | 0.0595 | 0.0595 |
| 100 | 0.1190 | 0.1191 |
| 1000 | 0.1780 | 0.1786 |
| 10 000 | 0.2322 | 0.2381 |
| $r_{\max}$ | 0.2541 | 0.2777 |

With absorption kept complete, the full gain is about 0.25 V, not 0.28 V. Each voltage corresponds, through $\mu=E-Ts$, to an occupation of the emitted modes at the gap energy, which shows whether the emission is dilute. At one sun it is $4.82\times10^{-5}$, and

$$\mu=1.4-0.025852\,\ln\left(1+\frac{1}{4.82\times10^{-5}}\right)=1.143\ \text{eV}.$$

At $r=1$ it is 8.64, and

$$\mu=1.4-0.025852\,\ln\left(1+\frac{1}{8.64}\right)=1.397\ \text{eV}.$$

The dilute formula would give 1.421 V, above the gap, where the Bose occupation at the band edge has no meaning. At $r=1.05$ the local slope $-d\mu/d\ln r$ has fallen to $0.29\,kT$. This end of the range also strains the model, which keeps the absorption edge perfectly sharp and the absorption complete up to $\mu$ just below $E_g$. Net absorption is proportional to $f_v-f_c$, which vanishes at the band edge as $\mu\to E_g$. A layer of finite optical thickness therefore turns transparent there, and neither the value 0.25 V nor the limit $\mu<E_g$ carries over to it unchanged.

A larger gap brings the full gain closer to the dilute value: 0.237 V at 1.1 eV, 0.271 V at 2.0 eV and 0.277 V at 3.0 eV. Fewer solar photons lie above a larger gap, while the factor $E_g^2$ offers more modes for their emission, so $z$ at $r=1$ is smaller.

Concentrating by 1000 and then limiting emission to the cone filled by the concentrated light gives 1.3972 V, the same as either method alone at its limit. The numerical check checks these results by direct integration, root finding and mode counting.

## Equal voltage and efficiency, unequal current

Away from open circuit, the current density is $q$ times absorbed minus emitted photon flux:

$$\frac{J}{\varepsilon_{\rm in}}=\frac{2q}{h^3c^2}\left[G(0,T_s)+(r-1)G(0,T)-rG(\mu,T)\right].$$

At a given voltage the right side depends only on $r$. Incident power is also proportional to $\varepsilon_{\rm in}$, so the efficiency $JV/P_{\rm in}$, maximized over voltage, is the same for both methods. In the example it rises from 30.1 % to 35.3 % for $X=1000$ by either route. The short-circuit current density does differ: 40.2 mA/cm² with restriction, as at one sun, and 40.2 A/cm² with concentration. Series resistance and heating, both left out here, would therefore burden the concentrator cell far more.

## Where the equality fails

Suppose carriers are also lost without emitting light, at a rate $L(e^{\mu/kT}-1)$ in the units of the balance. For dilute emission, with $e^{\mu/kT}\gg1$ and ambient light neglected,

$$\varepsilon_{\rm in}G(0,T_s)=(\varepsilon_{\rm out}B+L)\,e^{\mu/kT}.$$

Concentration multiplies the left side by $X$ and still gains $kT\ln X$. Restriction reduces only the term $\varepsilon_{\rm out}B$. Let $\eta=\pi B/(\pi B+L)$ be the radiative fraction of recombination before the change, counting only photons that escape. Then

$$\Delta\mu_{\rm restr}=kT\ln\frac{\pi B+L}{\pi B/X+L}=-kT\ln\left(1-\eta+\frac{\eta}{X}\right).$$

For $\eta=1$ this is $kT\ln X$. For $\eta<1$ it can never exceed $-kT\ln(1-\eta)$, however narrow the exit cone. Luminescence that leaks out through an imperfect back mirror acts like $L$ here, because a restrictor on the front does not close that exit.

With $X=100$ and $\eta=0.9$, restriction gains $-0.025852\ln(0.109)=0.057$ V, against 0.119 V for concentration. With $\eta=0.01$ it gains 0.26 mV, while concentration still gains 0.119 V. Closing exits for light helps little when most carriers are lost by another path. Concentration instead raises the generation that drives both paths. That it keeps its full gain depends on the assumed loss law; a loss that grows as $e^{m\mu/kT}$ would, while it dominates, turn that gain into about $(kT/m)\ln X$, which exceeds $kT\ln X$ for $m<1$.

For a fully absorbing cell that emits only through its front, the two methods are therefore equivalent as changes to the photon balance. The voltage gains are equal when this emission is the only way the cell loses carriers.

## Numbers as computed

```
Cell temperature: 300 K; sun: 5772 K
Gap: 1.40 eV; kT of cell: 0.025852 eV
Solar radius used: 6.957e+08 m
Solar angular radius: 0.2665 degrees
Solar etendue per area: 6.7943e-05 sr
Maximum etendue ratio: 46239; its logarithm: 10.7416
kT ln(maximum ratio): 0.2777 eV
One-sun open-circuit voltage: 1.1430 V
Gains in V: factor X, concentration, restriction, kT ln X / q
        10  0.05952  0.05952  0.05953
       100  0.11899  0.11899  0.11905
      1000  0.17797  0.17797  0.17858
     10000  0.23221  0.23221  0.23811
     46239  0.25412  0.25412  0.27769
Voltage at etendue ratio 1: 1.3972 V
X=1000 and emission limited to the same cone: 1.3972 V
Shortfall from kT ln(maximum ratio): 0.0236 eV
Photons per emitted mode at gap, one sun: 4.823e-05
Photons per emitted mode at gap, ratio 1: 8.638
Boltzmann emission would give at ratio 1: 1.4207 V
Gain per unit ln(1/r), near one sun: 1.0000 kT
Gain per unit ln(1/r), near ratio 1: 0.2854 kT
Photons per solar mode at gap energy: 0.06374
Entropy per added photon, solar beam: 2.8147 k
Entropy per added photon, spread beam: 13.4944 k
T times entropy difference: 0.27609 eV
Narrow-band voltages, one sun and ratio 1: 1.0511, 1.3272 V
Narrow-band full gain: 0.27609 V
Full broad-band gain for gap 1.1 eV: 0.2368 V
Full broad-band gain for gap 1.4 eV: 0.2541 V
Full broad-band gain for gap 2.0 eV: 0.2710 V
Full broad-band gain for gap 3.0 eV: 0.2769 V
One-sun irradiance: 1361.2 W/m^2
one sun: short-circuit current 40.15 mA/cm^2, efficiency 30.13 %
concentration 1000: short-circuit current 40153.87 mA/cm^2, efficiency 35.28 %
restriction 1000: short-circuit current 40.15 mA/cm^2, efficiency 35.28 %
With loss, X=100: eta, concentration gain, restriction gain (V)
  0.90  0.11900  0.05730
  0.30  0.11905  0.00911
  0.01  0.11905  0.00026
```
